**Random misfit dislocations: stress variance falls as 1/|z|**

For independent, uniformly distributed edge dislocations in an infinite isotropic medium, the program tests Var σ_xx = 5πD²ρ/(4|z|), with D = μb/[2π(1−ν)]. Here ρ is the line density, b the Burgers vector length, μ the shear modulus, ν Poisson's ratio and z the distance from the array. It asserts the single-dislocation field symbolically, its closure failure and Fourier transform by quadrature, and the variance by random sampling at 1, 4 and 16 mean spacings, where the sampled values lie within about 1.3 % of the formula. Direct lattice sums confirm the exponential decay for a periodic array, and explicit averages confirm the 1/|z|³ law for independently displaced lattice sites. Further assertions cover a fixed dislocation count, a smallest allowed gap, the free-surface image field and the isotropic limit of the cubic-crystal formula. For rough germanium-on-silicon values, the output gives an rms stress at 50 nm of 0.40 GPa for random positions and about 10⁻¹² GPa for a perfect lattice. It also prints the size of the neglected effects as variance ratios.

## Verification by program

```python
"""
Result under test: independent, uniformly distributed parallel edge
dislocations (density rho per length, plane z = 0, Burgers vector b along x,
lines along y, infinite isotropic medium) give
    Var(sigma_xx) = 5 pi D^2 rho / (4 |z|),   D = mu b / (2 pi (1 - nu)),
whereas a periodic array of equal density gives an exponential decay.
mu: shear modulus, nu: Poisson ratio, z: distance from the interface.
Scaled tests use D = 1 and rho = 1, so lengths are in mean spacings.
Other symbols: h film thickness, s rms displacement from lattice sites,
a smallest allowed distance between neighbouring dislocations.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad

rng = np.random.default_rng(12345)
pi = np.pi


def field_xx(x, z):
    """sigma_xx / D of one edge dislocation at the origin."""
    return -z * (3 * x**2 + z**2) / (x**2 + z**2) ** 2


def field_zz(x, z):
    return z * (x**2 - z**2) / (x**2 + z**2) ** 2


def kernel(k, z):
    """Fourier transform of field_xx over x, for k >= 0."""
    return -pi * np.sign(z) * (2 - k * abs(z)) * np.exp(-k * abs(z))


def random_variance(z):
    return 5 * pi / (4 * abs(z))


def periodic_variance(z):
    k = 2 * pi * np.arange(1, 200)
    return 2 * np.sum(kernel(k, z) ** 2)


def piecewise_integral(function, edges):
    edges = sorted(edges)
    return sum(quad(function, lo, hi, limit=200, epsabs=0, epsrel=1e-8)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


# --- field of one dislocation: biharmonic, correct stress, correct closure
X, Z = sp.symbols("x z", positive=True)
airy = -Z * sp.log(X**2 + Z**2) / 2
laplace = sp.diff(airy, X, 2) + sp.diff(airy, Z, 2)
assert sp.simplify(sp.diff(laplace, X, 2) + sp.diff(laplace, Z, 2)) == 0
assert sp.simplify(sp.diff(airy, Z, 2) - field_xx(X, Z)) == 0
assert sp.simplify(sp.diff(airy, X, 2) - field_zz(X, Z)) == 0

mu_t, nu_t, b_t = 2.3, 0.31, 0.7
D_t = mu_t * b_t / (2 * pi * (1 - nu_t))


def strain_xx(x, z):
    return D_t * ((1 - nu_t) * field_xx(x, z)
                  - nu_t * field_zz(x, z)) / (2 * mu_t)


closure = (quad(strain_xx, -np.inf, np.inf, args=(-0.8,))[0]
           - quad(strain_xx, -np.inf, np.inf, args=(0.8,))[0])
assert abs(closure - b_t) < 1e-6

# --- mean, square integral and Fourier kernel by quadrature
mean_integral = quad(field_xx, -np.inf, np.inf, args=(1.0,))[0]
square_integral = quad(lambda x: field_xx(x, 1.0) ** 2, -np.inf, np.inf)[0]
assert abs(mean_integral + 2 * pi) < 1e-6
assert abs(square_integral - 5 * pi / 4) < 1e-6
for k_t in (0.4, 1.5, 3.0):
    direct = 2 * quad(field_xx, 0, np.inf, args=(1.3,),
                      weight="cos", wvar=k_t)[0]
    assert abs(direct - kernel(k_t, 1.3)) < 1e-5
line_integral = quad(lambda x: (field_xx(x, 1.0) + field_zz(x, 1.0)) ** 2,
                     -np.inf, np.inf)[0]
assert abs(line_integral - 2 * pi) < 1e-6


# --- random sampling of dislocation positions
def sampled_variance(draw_positions, z, samples=12000):
    return np.var([field_xx(draw_positions(), z).sum()
                   for _ in range(samples)])


sampled_ratios = []
for z_t in (1.0, 4.0, 16.0):
    half = 40 * z_t
    var = sampled_variance(
        lambda: rng.uniform(-half, half, rng.poisson(2 * half)), z_t)
    sampled_ratios.append(var / random_variance(z_t))
    assert abs(sampled_ratios[-1] - 1) < 0.07

# fixed number in a finite length: reduced variance. The tolerance covers
# sampling noise and the field tails cut off at the ends of the window.
z_t, length_t = 5.0, 300.0
fixed_ratio = sampled_variance(
    lambda: rng.uniform(-length_t / 2, length_t / 2, int(length_t)),
    z_t) / random_variance(z_t)
fixed_formula = 1 - 16 * pi * z_t / (5 * length_t)
assert abs(fixed_ratio - fixed_formula) < 0.05

# --- periodic array: direct lattice sum against the harmonic formula
sites = np.arange(-3000, 3001)
phases = np.arange(64) / 64
for z_t in (0.3, 1.0, 1.5):
    lattice = [field_xx(x - sites, z_t).sum() for x in phases]
    assert abs(np.var(lattice) / periodic_variance(z_t) - 1) < 1e-3

# --- lattice with independent Gaussian displacements: 1/z^3
nodes, weights = np.polynomial.hermite.hermgauss(40)
weights = weights / np.sqrt(pi)


def displaced_variance(z, s):
    f = field_xx(sites[:, None] - np.sqrt(2) * s * nodes[None, :], z)
    average = f @ weights
    return np.sum((f - average[:, None]) ** 2 @ weights)


for z_t in (8.0, 16.0):
    law = pi * 0.3**2 / (4 * z_t**3)
    assert abs(displaced_variance(z_t, 0.3) / law - 1) < 0.02


# --- random positions with exclusion distance a between neighbours
def exclusion_ratio(z, a):
    def integrand(k):
        g = np.exp(-1j * k * a) / (1 + 1j * k * (1 - a))
        structure = (1 - abs(g) ** 2) / abs(1 - g) ** 2
        return structure * kernel(k, z) ** 2 / pi
    return (piecewise_integral(integrand, [0, 1 / z, 5 / z, 30 / z])
            / random_variance(z))


def draw_excluded(a, half):
    gaps = a + rng.exponential(1 - a, int(2.6 * half))
    x = np.cumsum(gaps) - half
    return x[x < half]


excl_sampled = sampled_variance(lambda: draw_excluded(0.2, 200.0), 5.0)
excl_sampled /= random_variance(5.0)
assert abs(excl_sampled / exclusion_ratio(5.0, 0.2) - 1) < 0.07
assert abs(exclusion_ratio(200.0, 0.2) - (1 - 0.2) ** 2) < 0.005


# --- free surface at z = h: transform of sigma_xx including the image field
def surface_kernel(k, z, h):
    depth = h - z
    c = 1 - 2 * k * h
    image = pi * np.exp(-k * (h + depth)) * (-k * h + c * (k * depth - 2))
    return kernel(k, z) + image


for k_t in (0.3, 0.9, 2.0):
    for power in (0, 1):      # force and moment on a vertical cut vanish
        balance = piecewise_integral(
            lambda z: z**power * surface_kernel(k_t, z, 1.0),
            [-40 / k_t, -5 / k_t, -1e-12]) + piecewise_integral(
            lambda z: z**power * surface_kernel(k_t, z, 1.0), [1e-12, 1.0])
        assert abs(balance) < 1e-6


def surface_ratio(z, h):
    d = abs(z)
    total = piecewise_integral(
        lambda k: surface_kernel(k, z, h) ** 2 / pi,
        [0, 0.5 / h, 5 / h, 1 / d, 5 / d, 30 / d])
    return total / random_variance(z)


deep_law = 4 * pi / 1000.0**3
deep_ratio = surface_ratio(-1000.0, 1.0) * random_variance(1000.0) / deep_law
assert abs(deep_ratio - 1) < 0.03


# --- cubic crystal, line along [1-10], x along [110], z along [001]
def cubic_prefactor(c11, c12, c44):
    """Var * |z| / (rho b^2) for random positions."""
    stiff = np.array([[(c11 + c12) / 2 + c44, c12], [c12, c11]])
    comp = np.linalg.inv(stiff)
    q2 = np.roots([comp[0, 0], -(2 * comp[0, 1] + 1 / c44),
                   comp[1, 1]]).astype(complex)
    q = np.sqrt(q2)

    def shape(u):
        e = q2 * np.exp(-q * u)
        return ((e[0] - e[1]) / (q2[0] - q2[1])).real

    integral = piecewise_integral(lambda u: shape(u) ** 2, [0, 1, 5, 40])
    return integral / (4 * pi * comp[0, 0] ** 2)


def isotropic_prefactor(mu, nu):
    return 5 * mu**2 / (16 * pi * (1 - nu) ** 2)


def voigt(c11, c12, c44):
    mu = (c11 - c12 + 3 * c44) / 5
    bulk = (c11 + 2 * c12) / 3
    return mu, (3 * bulk - 2 * mu) / (2 * (3 * bulk + mu))


near_isotropic = cubic_prefactor(130.0, 50.0, 40.0 * 1.0001)
nu_iso = 50.0 / (130.0 + 50.0)
assert abs(near_isotropic / isotropic_prefactor(40.0, nu_iso) - 1) < 2e-3

# --- worked example: rough values for a relaxed Ge film on Si (GPa, nm)
ge = (130.0, 50.0, 67.0)
si = (166.0, 64.0, 80.0)
b, spacing, h = 0.4, 10.0, 1000.0
rho = 1 / spacing
mu, nu = voigt(*ge)
D = mu * b / (2 * pi * (1 - nu))
unit = D * rho                      # stress unit of the scaled functions
modulus = 2 * mu / (1 - nu)

print("Ge cubic constants C11, C12, C44 (GPa, rough):", *ge)
print("Si cubic constants C11, C12, C44 (GPa, rough):", *si)
print(f"shear modulus mu = {mu:.1f} GPa, Poisson ratio nu = {nu:.3f}")
print(f"b = {b} nm, mean spacing = {spacing} nm, film h = {h:.0f} nm")
print(f"D = {D:.3f} GPa nm")
print(f"magnitude of mean sigma_xx = {2 * pi * unit:.3f} GPa")
print(f"square integral = {square_integral:.5f} (5 pi/4 = {5*pi/4:.5f})")
print(f"Var*|z| for random positions = {5*pi/4*D**2*rho:.3f} GPa^2 nm")
print(f"periodic: variance decay length = {spacing/(4*pi):.3f} nm")
for z in (10.0, 20.0, 50.0, 100.0):
    r = unit * np.sqrt(random_variance(z * rho))
    p = unit * np.sqrt(periodic_variance(z * rho))
    print(f"z = {z:.0f} nm: rms random {r:.3f} GPa, periodic {p:.2e} GPa")
for z_t, ratio in zip((1, 4, 16), sampled_ratios):
    print(f"sampled/formula variance at z = {z_t} spacings: {ratio:.3f}")
print(f"fixed count, L = 60 z: sampled ratio {fixed_ratio:.3f}, "
      f"formula {fixed_formula:.3f}")
s = 3.0
for z in (50.0, 100.0):
    r = unit * np.sqrt(displaced_variance(z * rho, s * rho))
    print(f"lattice displaced by s = {s:.0f} nm, z = {z:.0f} nm: "
          f"rms {r:.4f} GPa")
print("Neglected effects, as variance ratios to the simple formula:")
for z in (10.0, 50.0, 100.0, -1000.0):
    print(f"free surface, z = {z:.0f} nm: {surface_ratio(z, h):.3f}")
a = 2.0
print(f"exclusion a = {a:.0f} nm, z = 50 nm: "
      f"{exclusion_ratio(50 * rho, a * rho):.3f}, "
      f"far limit {(1 - a * rho)**2:.3f}")
print(f"exclusion, sampled at z = 50 nm: {excl_sampled:.3f}")
iso = isotropic_prefactor(mu, nu)
print(f"cubic anisotropy of Ge: {cubic_prefactor(*ge) / iso:.3f}")
print(f"Si constants throughout: {isotropic_prefactor(*voigt(*si))/iso:.3f}")
second = nu**2 * line_integral / square_integral
print(f"with second orthogonal set: {1 + second:.3f}")
print(f"fixed count, L = 1 mm, z = 50 nm: {1 - 16*pi*50/(5*1e6):.5f}")
rms10 = unit * np.sqrt(random_variance(10 * rho))
print(f"rms stress / (2 mu/(1-nu)) at 10 nm: {100*rms10/modulus:.2f} %")
print("all good")
```

Running it gives:

```
Ge cubic constants C11, C12, C44 (GPa, rough): 130.0 50.0 67.0
Si cubic constants C11, C12, C44 (GPa, rough): 166.0 64.0 80.0
shear modulus mu = 56.2 GPa, Poisson ratio nu = 0.205
b = 0.4 nm, mean spacing = 10.0 nm, film h = 1000 nm
D = 4.503 GPa nm
magnitude of mean sigma_xx = 2.829 GPa
square integral = 3.92699 (5 pi/4 = 3.92699)
Var*|z| for random positions = 7.963 GPa^2 nm
periodic: variance decay length = 0.796 nm
z = 10 nm: rms random 0.892 GPa, periodic 1.60e-02 GPa
z = 20 nm: rms random 0.631 GPa, periodic 7.37e-05 GPa
z = 50 nm: rms random 0.399 GPa, periodic 1.34e-12 GPa
z = 100 nm: rms random 0.282 GPa, periodic 6.28e-26 GPa
sampled/formula variance at z = 1 spacings: 1.013
sampled/formula variance at z = 4 spacings: 0.988
sampled/formula variance at z = 16 spacings: 1.004
fixed count, L = 60 z: sampled ratio 0.845, formula 0.832
lattice displaced by s = 3 nm, z = 50 nm: rms 0.0107 GPa
lattice displaced by s = 3 nm, z = 100 nm: rms 0.0038 GPa
Neglected effects, as variance ratios to the simple formula:
free surface, z = 10 nm: 1.020
free surface, z = 50 nm: 1.096
free surface, z = 100 nm: 1.187
free surface, z = -1000 nm: 0.384
exclusion a = 2 nm, z = 50 nm: 0.640, far limit 0.640
exclusion, sampled at z = 50 nm: 0.630
cubic anisotropy of Ge: 1.069
Si constants throughout: 1.525
with second orthogonal set: 1.068
fixed count, L = 1 mm, z = 50 nm: 0.99950
rms stress / (2 mu/(1-nu)) at 10 nm: 0.63 %
all good
```
